# What weak LYP correlation costs a simple metal in stabilized jellium, part 1

(Sections cited here and not found follow in the second part.)

The LYP functional gives a uniform electron gas at metallic density about half of its correlation energy, a deficit near 0.4 to 0.5 eV per electron. It is tempting to blame this one number for each sign of underbinding: low cohesive energy, large lattice constant, low surface energy. That inference misleads anyone who tries to repair the functional. A constant added to the correlation energy per electron changes the energy of the solid, but it leaves the equilibrium density and the surface energy where they were, because a constant has no slope and a surface neither creates nor destroys electrons. This holds for a constant added to the finished functional; a gradient term built from the uniform-gas value, as in PBE, does respond to a change of that value (Section 8). Each property has to be traced to the piece of the functional that controls it.

Hartree units are used. The metal is spin-unpolarised, $n=3/(4\pi r_s^3)$, $k_F=(3\pi^2n)^{1/3}$, $x=n^{-1/3}$, $s=|\nabla n|/(2k_Fn)$, and a prime means $d/dr_s$. The references are PW92, a fit to quantum Monte Carlo energies of the uniform gas, and PBE, which reduces to PW92 at zero gradient. Neither is exact, and each bulk or surface error below is relative to one of them. The densities and valences of the metals are round model values, and the numbers come from the numerical output after the text.

## 1. LYP for a closed shell

With $a=0.04918$, $b=0.132$, $c=0.2533$, $d=0.349$, $C_F=\tfrac{3}{10}(3\pi^2)^{2/3}=2.87123$, and
$$\omega=\frac{e^{-cx}\,n^{-11/3}}{1+dx},\qquad \delta=cx+\frac{dx}{1+dx},$$
the Laplacian-free form of the LYP energy density is defined as
$$-\frac{4a}{1+dx}\frac{n_\uparrow n_\downarrow}{n}-ab\,\omega\,\{n_\uparrow n_\downarrow G+K\},$$
$$G=2^{11/3}C_F\big(n_\uparrow^{8/3}+n_\downarrow^{8/3}\big)+\Big(\tfrac{47}{18}-\tfrac{7\delta}{18}\Big)g-\Big(\tfrac52-\tfrac{\delta}{18}\Big)(g_\uparrow+g_\downarrow)-\tfrac{\delta-11}{9}\,\frac{n_\uparrow g_\uparrow+n_\downarrow g_\downarrow}{n},$$
$$K=-\tfrac23n^2g+\big(\tfrac23n^2-n_\uparrow^2\big)g_\downarrow+\big(\tfrac23n^2-n_\downarrow^2\big)g_\uparrow,$$
where $g=|\nabla n|^2$ and $g_\sigma=|\nabla n_\sigma|^2$.

For a closed shell $n_\sigma=n/2$, $g_\sigma=g/4$, $n_\uparrow n_\downarrow=n^2/4$. The $C_F$ term becomes $\tfrac{n^2}{4}\,2^{11/3}C_F\cdot2\,(n/2)^{8/3}=C_Fn^{14/3}$, since the powers of two add to $-2+\tfrac{11}{3}+1-\tfrac83=0$. In $G$ one has $g_\uparrow+g_\downarrow=g/2$ and the last fraction equals $g/4$, so the gradient part is
$$g\Big[\tfrac{94-45+11}{36}+\delta\,\tfrac{-14+1-1}{36}\Big]=g\Big[\tfrac53-\tfrac{7\delta}{18}\Big].$$
Multiplied by $n^2/4$ this is $n^2g\,[\tfrac{5}{12}-\tfrac{7\delta}{72}]$. Next, $K=n^2g\,[-\tfrac23+2\cdot\tfrac{5}{12}\cdot\tfrac14]=-\tfrac{11}{24}n^2g$. The sum is $-n^2g\,(3+7\delta)/72$, because $\tfrac{10}{24}-\tfrac{11}{24}=-\tfrac{3}{72}$. Using $\omega n^{14/3}=n\,e^{-cx}/(1+dx)$ and $n^{-5/3}=x\,n^{-4/3}$, the energy density is $n\,e_c^{\rm LYP}+C_{\rm LYP}\,g/n^{4/3}$ with
$$e_c^{\rm LYP}=-\frac{a+abC_Fe^{-cx}}{1+dx},\qquad C_{\rm LYP}=\frac{ab\,x\,e^{-cx}(3+7\delta)}{72\,(1+dx)}.$$
Both forms were tested against an independent implementation of LYP for $r_s$ from 1 to 6, the second at $s=0.1$ and $s=1.5$.

Two limits are needed later. At full polarisation, $n_\downarrow=0$, the terms with $n_\uparrow n_\downarrow$ vanish and $K=-\tfrac23n^2g+\tfrac23n^2g=0$: LYP gives no correlation to any fully polarised density. For a single electron, the only such case used below, this is correct; for several electrons of one spin it is not. At high density, $x\to0$, $e_c^{\rm LYP}\to-a(1+bC_F)=-0.06782$ Ha, a finite value, while PW92 carries the term $\pi^{-2}(1-\ln2)\ln r_s=0.03109\ln r_s$. LYP is therefore too weak at high density as well as in metals.

## 2. The uniform gas: value and slope

Define $\Delta(r_s)=e_c^{\rm LYP}-e_c^{\rm PW92}$.

| $r_s$ | $e_c^{\rm PW92}$ | $e_c^{\rm LYP}$ | ratio | $\Delta$ | $\Delta'$ |
|---|---|---|---|---|---|
| 2 | −0.04476 | −0.02702 | 0.604 | 0.01774 | −0.001365 |
| 4 | −0.03187 | −0.01625 | 0.510 | 0.01562 | −0.000962 |
| 6 | −0.02543 | −0.01161 | 0.456 | 0.01382 | −0.000826 |

The value of $e_c$ is wrong by 40 to 54 %, but $\Delta$ falls by less than a quarter while $r_s$ triples. The slopes are nearer the reference than the values: $0.008735/0.010100=0.865$, $0.003270/0.004232=0.773$ and $0.001643/0.002469=0.665$. The VWN and PZ81 fits measure the spread of the reference; at $r_s=4$ they give −0.03178 and −0.03205 Ha. It was tested for $r_s$ from 2 to 6 that both stay within 5 % of $\Delta$ from PW92 in value and within 25 % of $|\Delta'|$ in slope. These are bounds, and they secure the sign of $\Delta'$ more firmly than its size.

## 3. The gradient terms

The parameters are $\beta=0.066725$ and $\kappa=0.804$ for PBE, and $\beta_B=0.0042$ for B88. Write a small-gradient correction to the energy density as $C\,g/n^{4/3}$. PBE correlation adds $n\beta t^2$ with $t^2=g/(4k_s^2n^2)$ and $k_s^2=4k_F/\pi$, which is $\beta\pi g/(16k_Fn)$, so $C=\beta\pi/[16(3\pi^2)^{1/3}]=0.004235$. PBE exchange is $n\,e_xF$ with $e_x=-3k_F/4\pi$ and $F_{\rm PBE}=1+\kappa-\kappa/(1+\mu s^2/\kappa)\approx1+\mu s^2$. The correction is $-\tfrac{3k_F}{4\pi}\mu n\,g/(4k_F^2n^2)=-3\mu g/(16\pi k_Fn)$, and the choice $\mu=\beta\pi^2/3$ makes it cancel the correlation term.

B88 adds $-\beta_B\,n_\sigma^{4/3}y^2/(1+6\beta_B\,y\,{\rm arsinh}\,y)$ per spin, with $y=|\nabla n_\sigma|/n_\sigma^{4/3}=2^{1/3}|\nabla n|/n^{4/3}=2^{4/3}(3\pi^2)^{1/3}s$. At small $y$ the two spins give $-2\beta_B(g/4)(2/n)^{4/3}$, so $C=-2^{1/3}\beta_B=-0.005292$. Dividing by the local exchange per spin, $-An_\sigma^{4/3}$ with $A=\tfrac32(3/4\pi)^{1/3}$,
$$F_{\rm B88}=1+\frac{\beta_B\,y^2}{A\,(1+6\beta_B\,y\,{\rm arsinh}\,y)}.$$
All three coefficients and both enhancement factors were tested against the independent implementation.

$C_{\rm LYP}$ is 0.000751, 0.000673 and 0.000439 at $r_s=2,4,6$, that is 18, 16 and 10 % of the PBE value. It vanishes linearly in $x$ at high density and exponentially at low density. The net BLYP coefficient at $r_s=4$ is $-0.005292+0.000673=-0.004619$, against zero for PBE. The gradient terms of BLYP therefore lower the energy of a gently inhomogeneous density relative to those of PBE, while the uniform-gas difference $\Delta$ raises it. Of the gap between the two net coefficients, $0.004235-0.000673=0.003562$ comes from correlation and $0.001057$ from exchange. PBE holds $\beta$ constant at all densities, which is one reason it is a reference and not the truth.

## 4. Stabilized jellium

Each ion of valence $z$ sits in a Wigner–Seitz sphere of radius $R=z^{1/3}r_s$ filled with uniform density $n=3z/(4\pi R^3)$, and acts through the empty-core potential $-z/r$ for $r>r_c$, zero inside. The energy is first order in this potential.

The electrons of the sphere produce $V(r)=\tfrac1r\tfrac{4\pi}{3}nr^3+2\pi n(R^2-r^2)=\tfrac{z}{2R}(3-r^2/R^2)$. With $\langle r^2\rangle=\tfrac35R^2$ its average is $\tfrac{6z}{5R}$, and the self-energy per electron is half of this. The ion term per electron is $\tfrac1z\int_{r_c}^R4\pi r^2n(-z/r)\,dr=-2\pi n(R^2-r_c^2)=-\tfrac{3z}{2R}+\tfrac{3r_c^2}{2r_s^3}$. Since $\tfrac35-\tfrac32=-\tfrac{9}{10}$ and $z/R=z^{2/3}/r_s$,
$$e(r_s)=e_J-\frac{0.9\,z^{2/3}}{r_s}+\frac{1.5\,r_c^2}{r_s^3},\qquad e_J=0.3k_F^2-\frac{3k_F}{4\pi}+e_c .$$
A uniform positive background in the same sphere would act on an electron as $-V(r)$. The ion potential minus this background potential has the cell average $-\tfrac{3z}{2R}+\tfrac{3r_c^2}{2r_s^3}+\tfrac{6z}{5R}$, so
$$\langle\delta v\rangle=\frac{1.5\,r_c^2}{r_s^3}-\frac{0.3\,z^{2/3}}{r_s}.$$
Both cell averages were tested by quadrature.

The core radius is fixed by demanding $e'(r_{s0})=0$ with PW92. Multiply this condition by $r_s/3$: the last two terms of $e$ give $+0.3z^{2/3}/r_s-1.5r_c^2/r_s^3=-\langle\delta v\rangle$, hence $\langle\delta v\rangle=\tfrac{r_s}{3}e_J'$, independent of $z$. With the volume per electron $\Omega=4\pi r_s^3/3$, $d\Omega=4\pi r_s^2dr_s$, and at $e'=0$ the bulk modulus is $B=\Omega\,e''/(4\pi r_s^2)^2=e''/(12\pi r_s)$, tested by finite differences in $\Omega$.

For $r_{s0}=4$, $z=1$: $r_c=1.7622$ bohr, the core term is $1.5(1.7622)^2/64=0.07278$, $\langle\delta v\rangle=0.07278-0.075=-0.00222$ Ha, and $e=-0.07735-0.225+0.07278=-0.2296$ Ha. With $e''=0.03667$, $B=0.03667/(48\pi)$ in atomic units, or 7.15 GPa.

## 5. Equilibrium density: the slope

Replace PW92 by LYP at fixed $r_c$. B88 and PBE exchange both reduce to $e_x$ at zero gradient, so the new energy is $e+\Delta$. Its minimum $r_{s0}+\eta$ obeys
$$0=\Delta'+(e''+\Delta'')\,\eta+\tfrac12e'''\eta^2+\dots,$$
since $e'(r_{s0})=0$. To first order in $\Delta$, $\eta=-\Delta'/e''$, and $\Delta$ itself is absent. The minimum energy rises by $\Delta+\Delta'\eta+\tfrac12e''\eta^2=\Delta-\Delta'^2/(2e'')$.

At $r_{s0}=4$, $\eta=0.000962/0.03667=0.0262$ bohr; direct minimisation gives 0.0268 bohr, an expansion of 0.67 %. The relaxation recovers $0.000962^2/(2\cdot0.03667)=1.26\times10^{-5}$ Ha, against $1.28\times10^{-5}$ Ha found directly, so the energy rises by 0.01560 Ha (0.425 eV) out of $\Delta=0.01562$ Ha. For $r_{s0}=2$, $z=3$ one has $e''=0.45849$, $\eta=0.00299$ bohr (0.15 %) and a rise of 0.483 eV. For $r_{s0}=6$, $z=1$ one has $e''=0.01196$, $\eta=0.0715$ bohr (1.19 %) and 0.375 eV.

The expansion grows with $r_{s0}$ although $|\Delta'|$ falls, because the metal softens: across the three cases $e''$ drops by a factor of 38 and $|\Delta'|$ by 1.7. Part of that drop is the change of valence. Eliminating $r_c$ with $e'(r_{s0})=0$ gives $e''=e_J''+4e_J'/r_s+1.8\,z^{2/3}/r_s^3$, so $z=1$ at $r_{s0}=2$ would have $e''=0.45849-1.8\,(3^{2/3}-1)/8=0.2155$, and at fixed $z=1$ the factor is 18. The dropped terms have relative sizes $\Delta''/e''$ and $e'''\eta/(2e'')$, both first order in $\Delta$. The linear formula lies below the direct shift by 2 % at $r_{s0}=4$ and 3 % at 6 (0.06909 against 0.07145); both formulas were tested to a relative tolerance $8\eta/r_{s0}$. They fail as $e''\to0$. In this model the weak uniform-gas correlation lengthens the lattice constant, which is proportional to $r_s$, by about one per cent at most over this range.

## 6. Cohesive energy: the value

Take $z=1$, $r_{s0}=4$, and $E_{\rm coh}=E_{\rm atom}-e_{\rm min}$. The free atom is one electron in the same empty core. For $u=r\psi$ and $\varepsilon=-\gamma^2/2$, the interior equation $u_{rr}=\gamma^2u$ gives $\sinh\gamma r$. Outside, $u_{rr}+(2/r-\gamma^2)u=0$; with $\zeta=2\gamma r$ this is $u_{\zeta\zeta}+[-\tfrac14+\tfrac{1}{\gamma\zeta}]u=0$, whose decaying solution is the Whittaker function $W_{1/\gamma,1/2}(\zeta)$. Matching logarithmic derivatives at $r_c$ gives $\varepsilon=-0.19558$ Ha, tested against a grid diagonalisation to $5\times10^{-5}$ Ha.

The model reference, with this level and the PW92 solid, is $-0.19558+0.22956=0.0340$ Ha (0.925 eV). A density functional evaluated on the same orbital gives $E_{\rm atom}=\varepsilon+U+E_x+E_c$, where the Hartree self-energy $U=0.11703$ Ha should be cancelled by $E_x$ and $E_c$ should vanish.

For PBE the residue is $0.11703-0.11381-0.00667=-0.00345$ Ha, so $E_{\rm coh}=0.03399-0.00345=0.03054$ Ha (0.831 eV). For BLYP, $E_c=0$ by Section 1 (tested to $10^{-6}$ Ha), the residue is $0.11703-0.11559=+0.00144$ Ha, and $E_{\rm coh}=0.03399+0.00144-0.01560=0.0198$ Ha (0.539 eV).

The BLYP−PBE difference of −0.01071 Ha consists of bulk correlation −0.01560, atomic exchange −0.00178 and atomic correlation +0.00667. It was tested that the two atomic pieces together stay under 40 % of the bulk piece. In a monovalent metal the whole valence correlation energy is gained on condensation, LYP supplies about half of it, and BLYP binds 35 % less than PBE and 42 % less than the model reference. The smaller gap to PBE owes something to a PBE error, its spurious correlation of a lone electron. Relaxing the orbital lowers each $E_{\rm atom}$ at second order and is neglected; it amounts to about 0.006 eV for PBE and 0.01 eV for BLYP, and raises both percentages by about one point. For $z>1$ the atom has valence correlation of its own, and the argument must be redone.

In this model the expansion of the lattice has been traced to the slope $\Delta'$ of the uniform-gas error, and the loss of cohesive energy mainly to its value $\Delta$. The low surface energy still has to be traced to its source, and the limits of the model stated.

Numbers in the example were calculated in double precision.
